# Random-Dopant Threshold Variance of a Uniformly Doped MOSFET

Before a circuit calculation with random transistor thresholds can start, each gate area needs a standard deviation $\sigma_{VT}$. Suppose it is estimated by counting the dopants under the gate and placing all their charge at the silicon surface. For the device worked out below, that gives 17.4 mV. Weighting each dopant by its depth gives 10.0 mV. Since the variance falls as the inverse of the gate area, the choice changes the area needed for a given spread by a factor of three.

## Setting and theorem

Let $x$ be the depth below the oxide–silicon interface of an n-channel MOSFET. The p-type body has mean acceptor density $N$, the gate has area $A$, and the oxide has thickness $t_{ox}$ and capacitance per area $C_{ox}=\varepsilon_{ox}/t_{ox}$. The elementary charge $q$ is positive. The potential $\psi$ is measured from the neutral body.

**Assumptions.**

1. Acceptors are placed independently with uniform mean density, and all are ionized.
2. Holes are absent for $x<W$, and the body is neutral beyond $W$ (sharp depletion edge).
3. Electron charge at threshold is negligible, the gate is metallic, and any fixed oxide charge is the same in every device.
4. No normal field crosses the side walls of the gated region, so source and drain have no influence.
5. Threshold is the gate voltage at which the area-averaged surface potential equals
$$\psi_T=\frac{2kT}{q}\ln\frac{N}{n_i},$$
where $n_i$ is the intrinsic density.
6. The response of the depletion edge is taken to first order in the doping fluctuation.

In assumption 5, $N$ is the mean density. The surface electron density at potential $\psi$ is $(n_i^2/N)e^{q\psi/kT}$, which equals $N$ at $\psi_T$. The criterion refers to the deep neutral body, so it is the same for every device.

**Theorem.** Under these assumptions,
$$\boxed{\sigma_{VT}^2=\frac{q^2NW}{3C_{ox}^2A}},\qquad W=\sqrt{\frac{2\varepsilon_s\psi_T}{qN}} .$$

## Lemma 1: lateral position drops out

**Lemma 1.** To first order, an ion's effect on the area-averaged potential depends on its depth and not on its lateral position.

**Proof.** Ionized acceptors have charge density $-qn_A(\mathbf r)$, so in the depleted silicon
$$\nabla^2\psi=\frac{q}{\varepsilon_s}n_A(\mathbf r).$$
Average this over the gate area. By the divergence theorem in the plane, the average of $\partial_y^2\psi+\partial_z^2\psi$ is the normal derivative integrated along the side walls and divided by $A$. This is zero by assumption 4. Hence
$$\frac{d^2\bar\psi}{dx^2}=\frac{q}{\varepsilon_s}\bar n(x),\qquad \bar n(x)=\frac1A\sum_i\delta(x-x_i).$$
In the oxide the right side is zero.

The edge condition must also be free of lateral position. The unperturbed potential near the edge is $\psi_0=(qN/2\varepsilon_s)(W-x)^2$. If the edge moves locally by $\eta$, then $\psi_0(W+\eta)$ is of order $\eta^2$. The total potential vanishes at the new edge, so $\delta\psi(W+\eta)$ is of order $\eta^2$ too. Moving the condition back to $x=W$ costs $\eta\,\partial_x\delta\psi$, which is also second order. To first order, therefore, $\delta\psi(W)=0$: the edge acts as a grounded plane. The averaged problem contains the depths $x_i$ alone. $\square$

The local potential does depend on lateral position. A three-dimensional solution on a 1 nm grid was made for a box 16 nm by 10 nm, with $W=24$ nm, a 2 nm oxide and one ion 6 nm deep. The surface potential above the ion was 2.11 times its area average for an ion in the corner and 1.14 times for one near the centre; these ratios fall by about 1 % as the grid is refined. The threshold shift from the averaged potential was the same in both cases.

## Lemma 2: the depth weight

**Lemma 2.** One extra acceptor at depth $x<W$ raises the threshold by
$$\delta V_T=\frac{q}{C_{ox}A}\left(1-\frac{x}{W}\right).$$

**Proof.** By Lemma 1 a one-dimensional profile $N(x)$ suffices. It obeys $\psi''=qN(x)/\varepsilon_s$ with $\psi(W)=\psi'(W)=0$. Integration by parts gives
$$\int_0^W x\psi''\,dx=\left[x\psi'\right]_0^W-\int_0^W\psi'\,dx=0-\left[\psi(W)-\psi(0)\right]=\psi(0).$$
At threshold $\psi(0)=\psi_T$, and therefore
$$\psi_T=\frac{q}{\varepsilon_s}\int_0^W xN(x)\,dx .$$
For uniform doping the integral is $NW^2/2$, which gives the stated $W$.

The magnitude of the depletion charge per area follows from the surface field $F(0)=-\psi'(0)$:
$$Q=\varepsilon_sF(0)=\varepsilon_s\int_0^W\psi''\,dx=q\int_0^WN(x)\,dx .$$
The displacement is continuous at the interface, so the oxide drops $Q/C_{ox}$. With flat-band voltage $V_{FB}$,
$$V_T=V_{FB}+\psi_T+\frac{Q}{C_{ox}},\qquad \delta V_T=\frac{\delta Q}{C_{ox}},$$
because $V_{FB}$ and $\psi_T$ are fixed.

Now add a sheet of $\delta D$ acceptors per area at depth $x$. The edge moves by $\delta W$, and fixed $\psi_T$ requires
$$x\,\delta D+NW\,\delta W=0\quad\Rightarrow\quad \delta W=-\frac{x\,\delta D}{NW}.$$
The edge retreats, and acceptors it leaves behind are neutralized by holes. The net change of charge is
$$\delta Q=q(\delta D+N\,\delta W)=q\,\delta D\left(1-\frac{x}{W}\right).$$
One acceptor spread over the gate area has $\delta D=1/A$. $\square$

A dopant at the interface counts fully, because it adds charge without using up any of the fixed band bending. A dopant near $W$ adds the same charge but forces an almost equal loss at the edge.

The next order shows how good the linear weight is. For a finite sheet the condition reads $x\,\delta D+NW\delta W+N\delta W^2/2=0$. Inserting the first-order $\delta W$ in the last term lowers the weight by $(x/W)^2\,\delta D/(2NW)$. For $\delta D=10^{-3}NW$ at $x/W=0.8$ this is 0.0003, and the numerically solved profile gives 0.1997 in place of 0.2.

## Lemma 3: adding independent layers

**Lemma 3.** If dopant $i$ contributes $(q/C_{ox}A)\,w(x_i)$ to the threshold, then
$$\sigma_{VT}^2=\frac{q^2N}{C_{ox}^2A}\int w^2(x)\,dx .$$

**Proof.** Cut the body into thin layers of thickness $\Delta x$. The number $n_j$ in layer $j$ is a Poisson variable, with variance equal to its mean $NA\Delta x$. Different layers are independent, so their variances add:
$$\sigma_{VT}^2=\left(\frac{q}{C_{ox}A}\right)^2\sum_jw_j^2\,NA\,\Delta x .$$
One factor $A$ cancels, and the sum becomes the integral. $\square$

Independent filling of lattice sites would multiply each variance by one minus the occupied fraction. That fraction is $2\times10^{-5}$ at $N=10^{18}$ cm$^{-3}$, so the Poisson form is adequate.

## Proof of the theorem and meaning of one-third

Put $w=1-x/W$ in Lemma 3 and substitute $u=1-x/W$, so that $dx=-W\,du$:
$$\int_0^W\left(1-\frac{x}{W}\right)^2dx=W\int_0^1u^2\,du=\frac W3 .$$
This proves the theorem. $\square$

**Remark 1: two sources of randomness.** Let $n$ be the number of dopants in the depletion layer, with mean $\bar n=NWA$. Given $n$, each depth is uniform between 0 and $W$. The weight then has mean $1/2$ and variance $1/3-1/4=1/12$. The variance of the summed weights is the mean of the conditional variance plus the variance of the conditional mean:
$$\frac{\bar n}{12}+\frac14\operatorname{Var}(n)=\bar n\left(\frac1{12}+\frac14\right)=\frac{\bar n}{3}.$$

The term $1/4$ is what remains if each device has a random number of dopants spread evenly in depth. At fixed $\psi_T$ the charge then varies as the square root of the density, so its relative change is half that of the density. Random depth supplies the other $1/12$.

The nonlinear depletion condition was also solved for 12,000 random sets of dopant depths, each dopant being smeared laterally into a sheet. The variance factor was 0.333 for random depths, 0.251 for even spreading and 1.003 for all charge at the interface, with a relative sampling error of 1.3 %. These sets test the depth statistics and the motion of a flat edge. They do not test the second-order effect of a laterally rough edge, which assumption 6 leaves out.

**Remark 2: scaling.** Inserting $W$ gives
$$\sigma_{VT}=\frac{t_{ox}}{\varepsilon_{ox}\sqrt{3A}}\left(2q^3\varepsilon_sN\psi_T\right)^{1/4}.$$
At fixed $\psi_T$ the spread grows as $t_{ox}N^{1/4}$. The dependence on doping is weak because a higher density also makes the depletion layer thinner. The logarithm in $\psi_T$ adds a slow further increase.

**Remark 3: an undoped surface layer.** Let the first $d$ nanometres be free of dopants, with density $N$ below. The derivation of Lemma 2 used the doping only at the edge, so the weight is still $1-x/W$. At fixed $\psi_T$ and $N$, the potential condition gives $W^2-d^2=W_0^2$, where $W_0$ is the depth for $d=0$. Integrating the squared weight from $d$ to $W$ gives
$$\frac{\sigma_{VT}^2(d)}{\sigma_{VT}^2(0)}=\frac{(W-d)^3}{W^2W_0}\approx1-\frac{3d}{W_0}\quad(d\ll W_0).$$
For a thin undoped layer, the variance falls about three times as fast as the fraction of the layer removed, because the removed dopants had the largest weights. The factor drops as the layer thickens: at $d=W_0/2$ the variance ratio is 0.19, a fall of only 1.6 times $d/W_0$. The mean threshold also falls, since $Q=qN(W-d)$.

## A gradual depletion edge

The sharp edge can be dropped if the holes follow the potential. Write the averaged equation as $\psi''=(q/\varepsilon_s)[N-p(\psi)]$, and let $\psi_0$ be its solution for uniform doping. To first order, a doping change $\delta N(x)$ gives
$$\delta\psi''=\kappa^2\delta\psi+\frac{q}{\varepsilon_s}\delta N,\qquad \kappa^2(x)=-\frac{q}{\varepsilon_s}\frac{dp}{d\psi}\bigg|_{\psi_0}.$$
Differentiating the equation for $\psi_0$ gives $\psi_0'''=\kappa^2\psi_0'$. The field ratio $w(x)=\psi_0'(x)/\psi_0'(0)=F(x)/F(0)$ therefore obeys $w''=\kappa^2w$, with $w(0)=1$ and $w\to0$ in the body. Multiply the first equation by $w$, subtract $\delta\psi\,w''$, and integrate:
$$\left[w\,\delta\psi'-\delta\psi\,w'\right]_0^\infty=\frac{q}{\varepsilon_s}\int_0^\infty w\,\delta N\,dx .$$
The potential is held at the surface, so $\delta\psi(0)=0$ and the left side is $-\delta\psi'(0)=\delta F(0)$. Thus $\delta Q=q\int w\,\delta N\,dx$: the weight of a dopant is the unperturbed field at its depth relative to the surface field. With a sharp edge the field is linear and $w=1-x/W$ returns.

For Boltzmann holes, $p=Ne^{-q\psi/kT}$. Multiplying the equation for $\psi_0$ by $2\psi_0'$ and integrating from the neutral body gives
$$F^2=\frac{2qN}{\varepsilon_s}\left[\psi-\frac{kT}{q}\left(1-e^{-q\psi/kT}\right)\right].$$
Since $F\,dx=-d\psi$, the factor that replaces $1/3$ is
$$\frac1W\int_0^\infty w^2dx=\frac{1}{WF(0)^2}\int_0^{\psi_T}F\,d\psi .$$
For the device below it equals 0.330. A dopant at $x=W$ now has weight 0.058 instead of zero, but the tail changes the variance by only about 1 %.

## Worked example

Take $N=10^{18}$ cm$^{-3}$, $t_{ox}=2$ nm, a gate 100 nm long and 100 nm wide, and $T=300$ K. The relative permittivities are 11.7 and 3.9, and $n_i$ is roughly $10^{10}$ cm$^{-3}$. Then
$$\psi_T=2(0.02585\ \text{V})\ln10^8=0.952\ \text{V},$$
$$W=\sqrt{\frac{2(11.7)(8.854\times10^{-14})(0.952)}{(1.602\times10^{-19})(10^{18})}}\ \text{cm}=35.1\ \text{nm}.$$
The mean number of dopants is $\bar n=(10^{-3}\ \text{nm}^{-3})(35.09\ \text{nm})(10^4\ \text{nm}^2)=351$. With $C_{ox}=1.727$ µF/cm², one dopant at the interface shifts the threshold by
$$\frac{q}{C_{ox}A}=\frac{1.602\times10^{-19}}{(1.727\times10^{-6})(10^{-10})}\ \text{V}=0.928\ \text{mV}.$$
The spread is therefore
$$\sigma_{VT}=0.928\ \text{mV}\times\sqrt{351/3}=10.0\ \text{mV},$$
or $\sigma_{VT}\sqrt A=1.00$ mV µm. For the difference between two independent, nominally equal transistors, both values are multiplied by $\sqrt2$.

## Where the assumptions give way

**Electrons below the surface.** The electrons do not sit at the interface. Even classically their mean depth is $kT/qF(0)=0.48$ nm, and holding their number per area fixed, instead of the surface potential, raises the spread to 11.0 mV. Quantum confinement moves them further in. In a triangular well with the surface field of 0.543 MV/cm and mass $0.916\,m_e$, the lowest level lies 116 meV above the band edge at the surface, and the mean depth of electrons in this level is $x_c=1.43$ nm. Suppose threshold holds the averaged potential at $x_c$ instead of at the surface, with $W$ unchanged.

- An ion at $x<x_c$ leaves no field between the two fixed potentials at $x_c$ and $W$. All its flux goes to the gate, so the shift is $(q/A)(t_{ox}/\varepsilon_{ox}+x/\varepsilon_s)$.
- An ion at $x>x_c$ sends the fraction $(W-x)/(W-x_c)$ of its flux towards the gate, through silicon of thickness $x_c$ and the oxide.

Let $t'=t_{ox}+x_c\varepsilon_{ox}/\varepsilon_s=2.48$ nm. Integrating the squares and dividing by the result for $x_c=0$ gives
$$\frac{\sigma'^2}{\sigma^2}=\frac{t'^2(W-x_c)+(\varepsilon_s/\varepsilon_{ox})(t'^3-t_{ox}^3)}{t_{ox}^2W}\approx1.62 .$$
The spread rises to 12.8 mV. This estimate leaves out the extra band bending needed to fill the raised level. It also leaves out the higher levels, which hold some of the electrons at 300 K. Those electrons lie deeper on average. Including them raises the spread to about 13.2 mV, and to about 13.4 mV when the extra band bending of roughly 80 mV is added.

**A polysilicon gate.** With a rough n-type gate doping of $N_{poly}=10^{20}$ cm$^{-3}$, a sharp depletion edge would lie $w_p=NW/N_{poly}=0.35$ nm inside the gate. This would act as an extra 0.12 nm of oxide and give 10.6 mV alone, or 13.4 mV together with the electron displacement. But the band bending across such a layer would be only about 10 mV, less than $kT/q$, so the edge cannot be treated as sharp. For Boltzmann electrons, the formula for $F^2$ in the previous section, with $N_{poly}$ in place of $N$, gives a bending $\psi_p\approx kT/q$. A small change of field then acts across a thickness $d\psi_p/dF=w_p/(1-e^{-q\psi_p/kT})=0.56$ nm, equivalent to 0.18 nm of oxide. The spread becomes 11.0 mV alone and 13.8 mV with the electron displacement. Electrons at this density are degenerate and screen less well, so these values are still somewhat low. The randomness of the gate's own dopants is not included.

**Threshold read from current.** Current responds to the local potential, not to its average. The surface potential was computed for 400 random devices on 2.5 nm cells, with local conductance proportional to $e^{q\psi/kT}$. This is a model of subthreshold conduction at low drain bias without electron screening. It places the electrons at the surface and so tests only the effect of lateral unevenness. It omits the dependence of the electron sheet density on the surface field, which by itself raises the spread by about 9 % for classical electrons, as noted above. The shift in current was converted to gate voltage with
$$\delta V_T=-\left(1+\frac{\varepsilon_s}{WC_{ox}}\right)\frac{kT}{q}\ln\frac{G}{G_0},$$
where $G_0$ is the conductance for a flat potential. With electron charge neglected, the bracket is the gate voltage needed per volt of uniform surface potential. Within a device the potential varied by 30 mV rms on these cells (about 31.5 mV in the limit of fine cells), which is more than $kT/q$. Even so, the ratio of the current-based spread to the potential-based spread was $1.013\pm0.016$ for this sample. A different set of 250 random devices gives about 1.06 with a similar error, so lateral unevenness may raise the spread by a few per cent. The mean threshold fell by about 2 mV, with a sampling error of $10.2/\sqrt{400}\approx0.5$ mV.

**Smaller effects.** At 358 K, with the band gap held at 1.12 eV, $\psi_T$ falls to 0.904 V and $\sigma_{VT}$ to 9.9 mV. Allowing for the temperature dependence of the gap lowers $\psi_T$ by roughly another 0.02 V, which hardly changes $\sigma_{VT}$. The electron charge at threshold is 1.4 % of the depletion charge. The hole density is at most about 3 % of the effective density of states of the valence band, so Boltzmann statistics are adequate. In the neutral body the acceptors are not all ionized at this doping. A single-level model for boron gives about two-thirds, which would lower $\psi_T$ by 0.02 V and $\sigma_{VT}$ by about 0.5 %. The oxide field is 1.6 MV/cm, well below a rough breakdown field of 10 MV/cm.

Source and drain disturb the potential through modes that decay along the channel. With the depletion edge held at $W$, the potential in the slowest mode varies as $\sin k(x+t_{ox})$ in the oxide and $\sin k(W-x)$ in the silicon. Matching potential and displacement at $x=0$ gives $\tan(kt_{ox})/\varepsilon_{ox}+\tan(kW)/\varepsilon_s=0$, and hence a decay length $1/k=13$ nm. For equal disturbances at both ends, $1/\cosh(50/13)$, or about 4 %, of this mode reaches mid-channel. Near the ends the disturbance is not small: one decay length in, about 37 % of this mode remains. For the area average, assumption 4 is therefore an approximation even at 100 nm, and it worsens as the gate gets shorter. The resulting change of $\sigma_{VT}$ is not computed here.

**The real case.** The doping and oxide thickness are roughly those of a planar bulk silicon transistor of the 130 nm logic generation. The gate width of 100 nm is smaller than is typical there, and a wider gate lowers the spread as $A^{-1/2}$. Of the effects sized here, electron displacement moves the result most, from 10.0 to 12.8 mV. Real channels of this kind also have nonuniform doping, both in depth and near the source and drain. Remark 3 shows the direction of one such change, but a particular profile needs its own integral. Other sources of variation, such as rough gate edges, add to the dopant term, so these figures should not be read as the total measured spread. The numerical output below lists the computed values; its entries for gate depletion are those of the sharp edge, and its mean electron depth is that of the lowest level.

## Computed values

```
acceptor density N = 1.0e+18 cm^-3
intrinsic density at 300 K (rough) = 1.0e+10 cm^-3
relative permittivity Si, oxide = 11.7, 3.9
oxide thickness = 2.0 nm
gate length, width = 100, 100 nm
temperature = 300 K; kT/q = 25.85 mV
threshold surface potential = 0.9524 V
depletion depth W = 35.09 nm
oxide capacitance = 1.727 uF/cm2
mean dopant number N W A = 350.9
shift by one surface dopant = 0.9280 mV
sigma_VT from formula = 10.04 mV
sigma_VT sqrt(A) = 1.004 mV um
weights at x/W = 0.2, 0.5, 0.8: 0.8000, 0.4999, 0.1997
random devices solved = 12000
sigma_VT from random devices = 10.03 mV
variance factor, random depth = 0.3330
variance factor, evenly spread = 0.2511
variance factor, all at interface = 1.0025
relative sampling error of these = 1.3 %
3D test box: 16 x 10 nm, W = 24 nm, oxide 2 nm, ion 6 nm deep
3D test: potential above ion / average, corner and centre = 2.11, 1.14
hole tail: weight at x = W is 0.058
hole tail: variance factor = 0.3300
hole tail: sigma_VT = 9.99 mV
inversion / depletion charge = 1.40 %
surface field in Si = 0.543 MV/cm
oxide field = 1.63 MV/cm
electron mass normal to surface = 0.916 m_e
lowest subband energy = 116 meV
mean electron depth = 1.43 nm
sigma_VT, quantum displacement = 12.79 mV
polysilicon doping (rough) = 1.0e+20 cm^-3
polysilicon depletion depth = 0.351 nm
sigma_VT, gate depletion = 10.62 mV
sigma_VT, both together = 13.40 mV
hot device: T = 358 K, gap taken = 1.12 eV
hot device: n_i = 4.36e+11 cm^-3, psi_T = 0.9037 V
hot device: W = 34.18 nm, sigma_VT = 9.91 mV
source/drain decay length = 12.97 nm
source/drain influence at mid-channel = 4.2 %
N / valence-band density (rough 3e+19 cm^-3) = 0.033
fraction of lattice sites doped = 2.0e-05
network: devices = 400, cell = 2.5 nm
network: rms surface potential = 30.2 mV = 1.17 kT/q
network: sigma_VT from mean potential = 10.09 mV
network: sigma_VT from current = 10.22 mV
network: ratio = 1.013 +- 0.016
network: mean shift of current VT = -1.9 mV
```
